# Nernst peak of a nearly compensated semimetal in strong magnetic field

## Problem

A semimetal contains $n_e$ electrons and $n_h$ holes per volume, with $n_e\approx n_h\approx n$. A magnetic field $B>0$ points along $z$ and a temperature gradient along $x$. No electric current flows, and the transverse gradient $\partial_yT$ is zero. The Nernst signal is $N=E_y/(-\partial_xT)$.

The field is swept while temperature, densities and scattering times stay fixed.

1. At what strong field does $N$ peak, how do $\sigma_{xx}$ and $\sigma_{xy}$ compare there, and how high is the peak?
2. What are the first corrections when compensation is imperfect?
3. What changes if the two in-plane masses differ?

Evaluate the results for $n_e=6.0\times10^{19}$ and $n_h=6.3\times10^{19}\ \mathrm{cm^{-3}}$ at 5 K. The mobilities are $\mu_e=1.0\times10^5$ and $\mu_h=8\times10^4\ \mathrm{cm^2/Vs}$. Each carrier type has two isotropic pockets of mass 0.4 electron masses.

The algebra uses atomic units with $k_B=1$, so the carrier charge is $q=-1$ for electrons and $+1$ for holes. The net charge density is $\rho=n_h-n_e$, the imbalance is $\delta=\rho/n$, and $s$ is the total carrier entropy density. The transport coefficients are defined by

$$\mathbf J=\sigma\mathbf E-\alpha\nabla T .$$

Here $\mathbf E$ includes the gradient of the chemical potential. Electrons and holes are assumed to recombine fast enough to share one electrochemical potential. The model has closed parabolic pockets and a relaxation time $\tau$. It leaves out Landau quantization and phonon drag.

## Estimate by scaling

In a strong field both carrier types drift with the same velocity, of size $E/B$. They carry heat of order $TsE/B$, which suggests $\alpha_{xy}\sim s/B$. Their charges nearly cancel, so $\sigma_{xy}\sim\rho/B$. Scattering gives $\sigma_{xx}\sim n/(\mu B^2)$.

At lower fields $\sigma_{xx}$ dominates and $N\sim\alpha_{xy}/\sigma_{xx}\sim s\mu B/n$, which grows with $B$. At higher fields the Hall conductivity short-circuits this growth. The change occurs at

$$\mu B\sim\frac{n}{|\rho|},\qquad N\sim\frac{s}{|\rho|}.$$

With $n=n_e$ and $\mu=\mu_e$, $n/|\rho|=20$. Since $10^5\ \mathrm{cm^2/Vs}$ equals $10\ \mathrm{T^{-1}}$, the estimated field is 2 T. The estimated height is the entropy per net carrier, with an undetermined factor.

## Solution of the Boltzmann equation

**One energy shell.** Let $x$ be the kinetic energy of a carrier, $\zeta$ its Fermi level measured from the band edge, $f$ the Fermi function, $w=-df/dx$ and $z=(x-\zeta)/T$. Write the distribution as $f+g$. The linearized equation is

$$-w\,\mathbf v\cdot\mathbf F+q(\mathbf v\times\mathbf B)\cdot\frac{\partial g}{\partial\mathbf k}=-\frac g\tau,\qquad \mathbf F=q\mathbf E-z\nabla T .$$

Try $g=w\,\mathbf v\cdot\boldsymbol\lambda(x)$. Derivatives of functions of energy point along $\mathbf v$ and vanish against $\mathbf v\times\mathbf B$. What remains is $(\mathbf v\times\mathbf B)\cdot\boldsymbol\lambda/m=\mathbf v\cdot(\mathbf B\times\boldsymbol\lambda)/m$. With $b=B\tau/m$,

$$\lambda_x-qb\lambda_y=\tau F_x,\qquad \lambda_y+qb\lambda_x=\tau F_y .$$

Since $q^2=1$, the solution is

$$\lambda_x=\tau\frac{F_x+qbF_y}{1+b^2},\qquad \lambda_y=\tau\frac{F_y-qbF_x}{1+b^2}.$$

Let $\mathcal N(x)$ be the number of states per volume below $x$, and $D=d\mathcal N/dx$. For a parabolic band $\mathcal N\propto x^{3/2}$, so $D\langle v_x^2\rangle=D\,2x/(3m)=\mathcal N/m$. The current is therefore $\mathbf J=q\int w(\mathcal N/m)\boldsymbol\lambda\,dx$, and one shell contributes

$$\sigma_{xx}(x)=\frac{\mathcal N\tau/m}{1+b^2},\qquad \sigma_{xy}(x)=qb\,\sigma_{xx}(x).$$

The total $\sigma$ is $\sum\int w\,\sigma(x)\,dx$, summed over carrier types. The thermal part of $\mathbf F$ gives $\alpha=\sum q\int wz\,\sigma(x)\,dx$.

The heat current driven by $\mathbf E$ weights each carrier with $x-\zeta=Tz$, so it equals $T\alpha\mathbf E$ with the same matrix. Diagonal elements are even in $B$ and off-diagonal ones are odd and antisymmetric. Hence $\alpha_{ij}(B)=\alpha_{ji}(-B)$, as Onsager's relation requires.

**Charges subtract, entropies add.** For $b\gg1$, $\sigma_{xy}(x)\to q\mathcal N/B$. Integration by parts gives $\int w\mathcal N\,dx=\int Df\,dx$, the carrier density. Hence $\sigma_{xy}=\rho/B$.

In $\alpha_{xy}$ the factor $q$ appears twice, so both carrier types contribute $B^{-1}\int wz\mathcal N\,dx$. The entropy per state is $\eta=-f\ln f-(1-f)\ln(1-f)$, and

$$\frac{d\eta}{dx}=\frac{df}{dx}\ln\frac{1-f}{f}=-wz .$$

Therefore $\int D\eta\,dx=-\int\mathcal N\,\frac{d\eta}{dx}\,dx=\int wz\mathcal N\,dx$, and

$$\alpha_{xy}=\frac sB .$$

No low-temperature expansion was used.

The dissipative parts follow from $\sigma_{xx}(x)\to\mathcal N m/(\tau B^2)$:

$$\sigma_{xx}=\frac K{B^2},\qquad \alpha_{xx}=\frac A{B^2}.$$

For constant $\tau$, where $\mu=\tau/m$,

$$K=\frac{n_e}{\mu_e}+\frac{n_h}{\mu_h},\qquad A=\frac{s_h}{\mu_h}-\frac{s_e}{\mu_e}.$$

**Open circuit.** Setting $\mathbf J=0$ gives $\mathbf E=S\nabla T$ with $S=\sigma^{-1}\alpha$. Then $E_y=S_{yx}\partial_xT=-S_{xy}\partial_xT$, so $N=S_{xy}$:

$$N=\frac{\sigma_{xx}\alpha_{xy}-\sigma_{xy}\alpha_{xx}}{\sigma_{xx}^2+\sigma_{xy}^2}.$$

The second term in the numerator, relative to the first, is $\rho A/(Ks)$, which is of order $\delta$. To leading order,

$$N=\frac{sKB}{K^2+\rho^2B^2}=\frac{s}{K/B+\rho^2B/K}.$$

The two terms in the last denominator have the fixed product $\rho^2$. Their sum is smallest when they are equal, so

$$B_*=\frac K{|\rho|},\qquad N_*=\frac{s}{2|\rho|}.$$

At $B_*$, $K/B^2=|\rho|/B$, which means $\sigma_{xx}=|\sigma_{xy}|$. For comparable mobilities $\mu B_*$ is of order $1/|\delta|$, so near compensation places the peak in the strong-field regime that was assumed.

**Other limits.** Put $|\rho|B/K=\tan\theta$. To the same order,

$$N=\frac{s}{2|\rho|}\sin2\theta,\qquad S_{xx}=\frac{s}{2\rho}(1-\cos2\theta).$$

The field sweep traces a semicircle. At its top $|S_{xx}|=N$, and for larger fields $S_{xx}\to s/\rho$.

At $\rho=0$ the signal is $N=sB/K$, which grows without a peak within this model. If doping is varied at fixed $B$, $s$ and $K$, the maximum lies at $\rho=0$. The crossing then gives half the compensated signal. The peak at the crossing thus belongs to a field sweep.

## First corrections

The next term of $b^2/(1+b^2)=1-1/b^2+\dots$ changes the Hall conductivity to

$$\sigma_{xy}=\frac1B\left(\rho-\frac C{B^2}\right),\qquad C=\frac{n_h}{\mu_h^2}-\frac{n_e}{\mu_e^2}$$

for constant $\tau$. It matters at first order because $\rho$ is itself small. Corrections to $s$, $K$ and $A$ are smaller by $1/(\mu B)^2\sim\delta^2$. Dropping such terms,

$$N=\frac{(sK-\rho A)B}{K^2-2\rho C+\rho^2B^2}.$$

The same minimization as before, with $K^2$ replaced by $K^2-2\rho C$ in the denominator, gives

$$B_{\rm peak}=\frac K{|\rho|}\left(1-\frac{\rho C}{K^2}\right),\qquad
N_{\rm peak}=\frac{s}{2|\rho|}\left(1+\frac{\rho C}{K^2}-\frac{\rho A}{Ks}\right).$$

The crossing condition is $K^2=(\rho B-C/B)^2\approx\rho^2B^2-2\rho C$, so the crossing lies at $(K/|\rho|)(1+\rho C/K^2)$. Unless $C$ vanishes, peak and crossing differ at first order in $\delta$ and coincide only in the limit $\delta\to0$.

## Unequal in-plane masses

With masses $m_x$ and $m_y$, the shell equations become

$$\frac{\lambda_x}\tau-\frac{qB\lambda_y}{m_y}=F_x,\qquad \frac{\lambda_y}\tau+\frac{qB\lambda_x}{m_x}=F_y .$$

For strong field and $F_y=0$, the first gives $\lambda_y\approx-qm_yF_x/B$. The second then gives $\lambda_x\approx m_xm_yF_x/(\tau B^2)$. The current weight is now $\mathcal N/m_x$, so $\sigma_{xx}(x)=\mathcal N m_y/(\tau B^2)$. Exchanging axes gives $\sigma_{yy}(x)=\mathcal N m_x/(\tau B^2)$. The Hall terms are unchanged.

Write the totals as $K_x/B^2$ and $K_y/B^2$. For a gradient along $x$,

$$N=-S_{yx}\approx\frac{\sigma_{xx}\alpha_{xy}}{\sigma_{xx}\sigma_{yy}+\sigma_{xy}^2}=\frac{s}{K_y/B+\rho^2B/K_x}.$$

The peak now lies at $\sigma_{xx}\sigma_{yy}=\sigma_{xy}^2$, with height $(s/2|\rho|)\sqrt{K_x/K_y}$. A gradient along $y$ inverts the square root, so the geometric mean of the two heights is again $s/(2|\rho|)$.

## Numbers and comparison

The Fermi energies are 0.0880 eV for electrons and 0.0909 eV for holes, against a thermal energy of $4.31\times10^{-4}$ eV. Expanding $\mathcal N$ about $\zeta$ and using $\int wz^2dx=\pi^2/3$ gives an entropy per carrier of $(\pi^2/3)TD/n_i=\pi^2T/(2\zeta)$. This is 0.0242 for an electron and 0.0234 for a hole, in units of $k_B$. Per net carrier,

$$\frac s\rho=\frac{6.0(0.02416)+6.3(0.02338)}{0.30}=0.974\,k_B .$$

The leading height is half of this, $0.487\,k_B/e=42.0\ \mu\mathrm{V/K}$. The leading field is

$$B_*=\frac{6.0/10+6.3/8}{0.30}\ \mathrm T=4.63\ \mathrm T .$$

The scaling estimate gave 2 T and $s/|\rho|=84\ \mu\mathrm{V/K}$. Its field is low because it counted one carrier type, while both dissipate and the holes are less mobile. Its height is twice too large because both terms of the denominator are equal at the peak.

Numerical maximization of the full Boltzmann signal gives 42.1 $\mu$V/K at 4.60 T, with the crossing at 4.65 T. There $\mu B$ is 46 for electrons and 37 for holes. The first-order terms are $\rho C/K^2=+0.0060$ and $-\rho A/(Ks)=-0.0029$. They predict a height 0.31 percent above the leading value; the full result is 0.25 percent above it. At an imbalance of $10^{-4}$ the excess falls to $6\times10^{-6}$.

With the relaxation time held fixed at the Fermi energy, $\tau\propto x^{-1/2}$ and $\tau\propto x^{3/2}$ give 42.0 and 42.3 $\mu$V/K. Anisotropy matters far more: for $m_y/m_x=2$ at fixed $\sqrt{m_xm_y}$ and $\tau$, the two orientations give 59.5 and 29.8 $\mu$V/K.

The Landau spacing at the peak is $1.33\times10^{-3}$ eV, about three times the thermal energy, so quantization needs a check. A direct sum over spin-unsplit levels, at fixed Fermi energy and within 1 percent of the peak field, changes the electron entropy by a little under 0.1 percent. Oscillations of the scattering rate are not included and matter more. If $1/\tau$ follows the oscillating density of states, $N$ near the peak moves by a few tenths of a percent, as much as the first-order correction above.

The densities, masses and mobilities are of the order found in clean WTe$_2$ at low temperature, a nearly compensated semimetal, but the model does not reproduce that crystal. The 5 percent imbalance is a choice, and while it is small the height scales nearly as its inverse. With it the model's magnetoresistance ratio saturates near 1700, and $N$ falls to 25 $\mu$V/K by 14 T. Clean WTe$_2$ is reported to show unsaturated, nearly $B^2$ magnetoresistance and a Nernst signal still linear in field at such fields, so no peak near 4.6 T should be expected there. The spherical pockets used here also have quantum-oscillation frequencies near 300 T, about two to three times the measured ones. Real pockets are anisotropic, and if their Fermi energies are smaller than here at the same carrier densities, the entropy is larger. Phonon drag may be the largest omission. For a rough sound speed of 2500 m/s, phonons with wavevector below twice the Fermi wavevector hold 7.7 times the carrier entropy. If 13 percent of that entropy moved with the carrier drift, at unchanged conductivities, the signal would double. Both numbers depend steeply on the speed: the ratio is 4.6 at 3000 m/s and 14 at 2000 m/s, and the share that doubles the signal is 22 and 7 percent. The 42 $\mu$V/K is therefore the carrier-diffusion part of the signal in this model, not a prediction for a measured crystal.

The common drift also sets a condition on the sample. At the peak $E_y/B$ carries electrons and holes together toward the cold end, where they must recombine, while new pairs form at the hot end. Since $|E_x|\approx E_y$ at the peak, both carrier types also drift along $y$ at nearly the same speed, about $|E_x|/B$, so pairs must recombine at one side face and form at the other. If recombination is too slow for the sample length or width, the single electrochemical potential fails, and with it the formula for $N$. The remaining values are in the numerical output.

## Table of computed values

```
temperature: 5.0 K
electron density: 6.000e+19 cm^-3
hole density: 6.300e+19 cm^-3
net density: 3.000e+18 cm^-3
mass of both carriers: 0.40 m_e; pockets of each: 2
electron mobility: 1.00e+05 cm2/Vs
hole mobility: 8.00e+04 cm2/Vs
electron Fermi energy: 0.08801 eV
hole Fermi energy: 0.09092 eV
thermal energy: 4.309e-04 eV
entropy per electron: 0.02416 k_B
entropy per hole: 0.02338 k_B
total entropy per net carrier: 0.9742 k_B
leading peak field K/|rho|: 4.6250 T
leading peak field: 1.9677e-05 atomic units
leading peak height s/(2|rho|): 41.975 uV/K
leading peak height: 0.4871 k_B/e
mobility*B at peak, electrons: 46.00
mobility*B at peak, holes: 36.80
full Boltzmann peak field: 4.6000 T
full Boltzmann crossing field: 4.6497 T
full Boltzmann peak height: 42.081 uV/K
sigma_xx at crossing: 1027.61 S/cm
sigma_xy at crossing: 1027.61 S/cm
S_xx at the peak: 41.870 uV/K
S_xx limit s/rho: 83.951 uV/K
first-order term rho*C/K^2: +0.00599
first-order term -rho*A/(K*s): -0.00290
full height / leading height: 1.00252
same ratio at imbalance 0.2: 1.00741
same ratio at imbalance 0.01: 1.00054
same ratio at imbalance 0.0001: 1.0000056
compensated / crossing signal, same B: 2.0009
quadrature shift of height: 9.9e-09 uV/K
height, tau ~ energy^-0.5: 42.024 uV/K
height, tau ~ energy^1.5: 42.254 uV/K
height, m_y/m_x = 2, gradient x: 59.512 uV/K
height, m_y/m_x = 2, gradient y: 29.756 uV/K
Landau spacing at peak: 1.331e-03 eV
largest Landau change of electron entropy: 0.074 percent
sound speed (rough): 2500 m/s
phonon (q < 2k_F) / carrier entropy: 7.67
dragged share that doubles the signal: 13.0 percent
```
